# Choosing Positive, Charge-Conserving Mesh Adaptation for Electronegative Plasma Fronts

## What goes wrong

Suppose a mesh change leaves the positive-ion density one percent too high in a single cell. In the discharge treated below, the central positive-ion density is $1.136\times10^{10}$ cm$^{-3}$ and the narrowest cell is 19.53 µm wide. Combine these two values for illustration, in a cell of that density and that width. With $q/\epsilon_0=1.81\times10^{-8}$ V m, Gauss's law turns the mistake into a field

$$
\delta E=(1.81\times10^{-8})(1.136\times10^{14})(1.953\times10^{-5})\ \mathrm{V/m}\approx0.40\ \mathrm{V/cm}
$$

at every face between that cell and the wall. The true field at the core-edge front is 0.54 V/cm. A transfer that looks accurate for each density can therefore upset the field at the front. Such an error decays in stages. For a cell 0.1 mm inside the front, closer than the electron Debye length of 0.2 mm, the spurious field at the front falls to about a quarter within 4 ns and to 4% after 0.1 µs. At the wall about 60% remains after 0.1 µs and 1% after 1.3 µs. The error therefore harms the transient just after the mesh change, not a steady state solved afterwards on a fixed mesh.

The second danger is a negative density. Put ions in a closed box of six equal cells with mean density one, and let a uniform field give each cell spacing a potential drop of three ion temperatures. Centred fluxes give an equilibrium whose lowest density is $-1.44$. The correct lowest cell average is $1.744\times10^{-6}$.

The setting discussed here is mesh adaptation in a plasma fluid solver, together with the flux formula and transfer rule it needs.

## The model and its charge account

The domain runs from a symmetry plane at $x=0$ to a floating, absorbing wall at $x=L$. The densities are $p$ for positive ions, $n$ for negative ions and $e$ for electrons; $q>0$ is the elementary charge. For a species of density $u$, charge sign $z$, mobility $\mu$ and temperature $T$ in eV,

$$
\Gamma=\mu(zuE-Tu').
$$

A prime means $d/dx$, and the Einstein relation has been used for the diffusion coefficient $\mu T$. Both ion species have temperature $T_i$ and electrons have $T_e$. Mobilities and temperatures are constant. With ionization rate $G$, attachment frequency $a$ and ion-ion recombination coefficient $k$,

$$
\begin{aligned}
\dot p+\Gamma_p'&=G-kpn,\\
\dot n+\Gamma_n'&=ae-kpn,\\
\dot e+\Gamma_e'&=G-ae.
\end{aligned}
$$

Subtract the second and third equations from the first. The right side is $G-kpn-ae+kpn-G+ae=0$, so reactions create no net charge.

Let cell $i$ have width $h_i$, and let $\rho_i=p_i-n_i-e_i$. Symmetry sets $E=0$ at $x=0$, and Gauss's law gives the other face fields:

$$
E_{i+1/2}-E_{i-1/2}=\frac{q}{\epsilon_0}h_i\rho_i .
$$

When the cell balances are summed, each interior flux appears once with each sign and cancels. The wall flux remains. The wall charge per area $\sigma$ grows at the rate $q(\Gamma_p-\Gamma_n-\Gamma_e)_L$, hence

$$
\frac{d}{dt}\left(q\sum_i h_i\rho_i+\sigma\right)=0 .
$$

If the total starts at zero, $\epsilon_0E(L)=-\sigma$. The wall field is thus a direct reading of the charge account.

## The flux that keeps densities positive

Between two cell centres a distance $d$ apart, take $E$ and $\Gamma$ as constant. Define $y=(x-x_i)/d$, $w=zEd/T$ and $g=\Gamma d/(\mu T)$. The flux law becomes

$$
\frac{du}{dy}-wu=-g,\qquad u=\frac gw+Ce^{wy}.
$$

The end values are $u_i=g/w+C$ and $u_{i+1}=g/w+Ce^w$. Multiply the first by $e^w$ and subtract the second to remove $C$:

$$
e^wu_i-u_{i+1}=\frac gw(e^w-1).
$$

With $B(w)=w/(e^w-1)$, for which $B(-w)=we^w/(e^w-1)$,

$$
\Gamma=\frac{\mu T}{d}\left[B(-w)u_i-B(w)u_{i+1}\right].
$$

For $w\to0$ both coefficients tend to one and the flux is diffusive. For $w\to+\infty$ it tends to $\mu zEu_i$, which takes the density from the upstream cell.

Centred averaging replaces the bracket by $(1+w/2)u_i-(1-w/2)u_{i+1}$. At zero flux the density ratio of neighbours is then $(1+w/2)/(1-w/2)$, which is $-5$ at $w=3$. In the six-cell box the densities are proportional to $1,-5,25,-125,625,-3125$, with sum $-2604$. Scaling to a total of six makes the fifth density $6(625)/(-2604)=-1.44$. The fitted flux gives the ratio $e^3$, as equilibrium requires.

Now take one backward-Euler step of length $\Delta t$. For one species, at given field and given nonnegative partner densities, write the reactions as a source $S_i\ge0$ minus a loss $\ell_iu_i$ with $\ell_i\ge0$:

$$
h_i\left(\frac1{\Delta t}+\ell_i\right)u_i+\Gamma_{i+1/2}-\Gamma_{i-1/2}
=h_i\left(\frac{u_i^{\rm old}}{\Delta t}+S_i\right).
$$

Call the matrix on the left $A$. Its off-diagonal entries are $-(\mu T/d)B(\pm w)\le0$. In each column the flux coefficients cancel, because what leaves one cell enters the next. The column sum is $h_i(1/\Delta t+\ell_i)$, plus a nonnegative wall-loss coefficient in the last column, and is positive.

This makes $A^{-1}$ nonnegative. Suppose $A^{T}v\ge0$ but the smallest component $v_m$ is negative. Since $A_{jm}\le0$ and $v_j\ge v_m$ for $j\ne m$,

$$
(A^Tv)_m=\sum_jA_{jm}v_j\le v_m\sum_jA_{jm}<0,
$$

a contradiction. So $A^{-T}$, and with it $A^{-1}$, has no negative entries. The right side is nonnegative, and so is $u$, for any $\Delta t$.

The full step couples all densities and the field, and is solved by Newton iteration with the iterates kept nonnegative. The argument guarantees the sign of a converged step. It does not guarantee that the iteration converges, and a failed step must be repeated with a smaller $\Delta t$. Nor does a positive result have to be accurate in time.

## Moving densities to a new mesh

**Merging.** Add the particle counts $hu$ of the two cells and divide by the combined width. Counts and signs are preserved.

**Splitting.** The children of a cell of width $h$ have centres at $\pm h/4$ from the parent's. Give them densities $u\pm s$, with matching signs, where $s=h/4$ times a limited slope: the smaller in magnitude of the two neighbouring slopes, or zero if their signs differ. Towards a lower neighbour $u_j\ge0$, the centre distance exceeds $h/2$, so

$$
|s|\le\frac h4\,\frac{u-u_j}{d}<\frac u2 .
$$

Both children are positive when the parent is.

Limiting $p$, $n$ and $e$ separately conserves every count, but can leave opposite charges in the two children. The remedy is to limit $n$ and $e$, and then set

$$
s_p=s_n+s_e .
$$

If $|s_p|$ is too large for $p$, all three differences are reduced by one common factor. Each child then has the parent's charge density, since $\rho\pm(s_p-s_n-s_e)=\rho$. The field at the new face is

$$
E_{\rm new}=E_{\rm left}+\frac q{\epsilon_0}\frac h2\rho
=\frac{E_{\rm left}+E_{\rm right}}2 .
$$

At a face that survives the mesh change, the charge to its left is unchanged, so its field is unchanged too. Conserving only the total over the whole domain would not ensure this.

The order of operations matters. If cells are merged first and split again to limit the size ratio of neighbours, a face reappears at its old place with an averaged field. Split first, restore the size limit, and then merge only unsplit pairs whose merger respects that limit.

How much does the tied split gain? Splitting every cell of a neutralized version of the example's profile with separate limiters produced a spurious field of at most 0.00164 V/cm, about 0.3% of the front field. The tied rule left $2.3\times10^{-13}$ V/cm, which is roundoff. On this smooth, well-resolved profile the tie is a safeguard with a small effect. Its price is that any charge gradient inside a parent cell, as in the sheath, is not reconstructed.

## What the mesh has to resolve

In steady state the flux laws can be solved for the gradients:

$$
\begin{aligned}
T_ip'&=pE-\Gamma_p/\mu_p,\\
T_in'&=-nE-\Gamma_n/\mu_n,\\
T_ee'&=-eE-\Gamma_e/\mu_e .
\end{aligned}
$$

Where the plasma is quasi-neutral, $p'=n'+e'$. Multiply this by $T_i$, insert the gradients and collect the terms in $E$. With $\tau=T_i/T_e$,

$$
E=\frac{\Gamma_p/\mu_p-\Gamma_n/\mu_n-\tau\Gamma_e/\mu_e}{p+n+\tau e}.
$$

The denominator is about $2n$ in a strongly electronegative core and $(1+\tau)e$ in the edge, where $n\ll e$. Loss of negative ions thus removes charge carriers and, for comparable fluxes, raises the field.

Define the front as the place where $n=e$. The second gradient equation gives the local decay length $\lambda$ of the negative ions:

$$
\frac1\lambda=-\frac{n'}n=\frac1{T_i}\left(E+\frac{\Gamma_n}{\mu_nn}\right).
$$

Negative ions born in the edge drift inward, so $\Gamma_n<0$ and $\lambda>T_i/E$. The simple estimate $T_i/E$, with the field taken at the same place, is then on the safe side for choosing a cell width. Farther out the field is larger and the decay can be steeper than at the front.

Far outside the front the density does not vanish. Integrate the steady balance of $n$ from $x$ to the wall, neglecting recombination there and the small wall flux. This gives $\Gamma_n=-a\int_x^Le\,dx'$. If drift dominates diffusion, $\Gamma_n=-\mu_nnE$, and

$$
n(x)\approx\frac{a}{\mu_nE(x)}\int_x^Le\,dx' .
$$

This floor is set by fresh attachment, and a refinement rule based on relative jumps should not chase densities far below it.

A second measure is $w$ itself. Since $B(-w)=B(w)+w$, the fitted bracket can be rewritten as

$$
\frac w2(u_i+u_{i+1})+\frac w2\coth\frac w2\,(u_i-u_{i+1}).
$$

Relative to centred averaging, diffusion is multiplied by $(w/2)\coth(w/2)\approx1+w^2/12$. The factor is 1.08 at $w=1$ and grows as $|w|/2$. The formula remains exact for constant flux and field, but where these vary, a large $|w|$ warns of first-order error.

## A worked discharge

The gap is 2 cm, so $L=1$ cm, filled with gas at 1 Torr and 300 K. The temperatures are $T_e=2$ eV and $T_i=0.02585$ eV. The mobilities of $p$, $n$ and $e$ are 1500, 2000 and $3\times10^5$ cm²/Vs. Ionization is uniform at $3\times10^{13}$ cm$^{-3}$ s$^{-1}$, with $a=1000$ s$^{-1}$ and $k=10^{-7}$ cm³/s.

The adapted mesh has 197 cells, from 19.53 to 625 µm wide. The centre has $n=8.46\times10^9$ and $e=2.91\times10^9$ cm$^{-3}$, a ratio of 2.9, and **the front lies at 2.66 mm (0.266 cm)**. There

$$
\frac{T_i}{E}=\frac{0.02585}{0.5402}\ \mathrm{cm}=479\ \mu\mathrm m,
$$

while the computed decay length is 711 µm. The ratio $479/711=0.67$ means that the inward flux cancels about a third of the field term. The local law with this flux included also gives 711 µm. Between the centre and 6.33 mm the steepest decay length is 340 µm.

At 6.33 mm the negative-ion density has fallen to $1.54\times10^7$ cm$^{-3}$, some 550 times below its central value. The attachment formula gives $1.47\times10^7$, 5% less. On a finer mesh, read exactly at 6.33 mm, both numbers are about 2% higher and the gap stays near 5%. Neglected diffusion has this sign: it opposes the inward drift, so a higher density is needed to carry the same flux.

A separate quasi-neutral solution puts the front at 2.67 mm and the central $n$ at $8.53\times10^9$ cm$^{-3}$, within 1% of the finite-volume values. It takes its electron density and negative-ion flux at 6.33 mm from the finite-volume result, so it tests the front and core but not the sheath.

The wall field is 93.12 V/cm, and the wall charge is $-\epsilon_0E=-8.2$ pC/cm². Even across the narrowest cell this field gives

$$
|w|=\frac{93.12\times19.53\times10^{-4}}{0.02585}\approx7 .
$$

At the front the same width gives $w=0.04$. In this example it is in the sheath, rather than at the front, that centred fluxes lose their guarantee of positivity.

The approach to steady state took 76 time steps with 51 mesh changes. The lowest density met was 11 cm$^{-3}$. Wall charge summed from the fluxes balanced the volume charge to $5\times10^{-13}$ of its value, and surviving-face fields changed by at most about $10^{-14}$ of the largest field.

## Does adaptation pay here?

The comparison is with a uniform mesh whose cells are a quarter as wide as the narrowest adapted cell. The table gives errors relative to it, with the number of cells held at 197.

| Quantity | Adapted | Equal cells |
|---|---:|---:|
| Front position | 0.5% | 0.4% |
| First-cell $n$ | 0.9% | 0.3% |
| Steepest decay length | 0.2% | 0.8% |

Adaptation improves the slope but not the position. The middle row needs care, because the density is read at the centre of the first cell. On the adapted mesh that point lies 0.31 mm from the symmetry plane, where $n$ is already about 0.8% below its value at the plane. Most of the 0.9% is therefore an offset of the reading point, not an error of the solution. Equal cells would be $10\ \mathrm{mm}/197=51$ µm wide, which already puts almost seven cells in the steepest decay length. This front is too broad to need local refinement. The case for adaptation grows as $\lambda/L$ falls, because a uniform mesh needs a number of cells proportional to $L/\lambda$.

## How far the model reaches

The parameters are illustrative, chosen with a nitrogen surface-treatment plasma containing about 0.2% oxygen in mind. The ionization rate is imposed, not computed from the gas and the electron temperature. The positive-ion mean free path is 22 µm, or 0.07 of the steepest decay length, which supports a fluid description of the front. Field heating of the ions, estimated as $M(\mu_pE)^2/(3q)$ with $M$ the mass of a nitrogen molecule, is $6\times10^{-6}$ eV at the front. At the wall it is 0.19 eV, seven times $T_i$. Constant ion mobility is therefore not justified in the sheath, and the wall charge and the 14 V drop from centre to wall are nominal values. The front is coupled to the sheath, so its position inherits part of this error. As a rough size, ion mobilities that fall as the inverse square root of $T_i$ plus the field heating, as for a constant cross section, move the front outward by about 3%, lengthen the steepest decay length by about 10% and raise the wall field by about 23%.

Chemistry matters more than the mesh. On the same mesh, adding detachment at 1000 s$^{-1}$ moves the front from 2.66 to 1.80 mm and lowers the central $n$ by a third. Letting ionization follow the electron density, at the same total rate, moves the front to 2.20 mm and raises the central $n$ by 22%. The mesh was adapted to the original front; on a finer mesh the three positions are 2.67, 1.83 and 2.22 mm, and the relative shifts change by a percentage point or less. Real mixtures contain atoms and excited molecules that can detach electrons, so the detachment rate should be estimated before the front position is trusted. The attachment frequency needs the same care. Electron-ion recombination is also left out of the model: a coefficient of $10^{-8}$ cm³/s changes the front and the central $n$ by 0.4%, but $2\times10^{-7}$ cm³/s, the order expected for cluster ions, moves the front outward by 6.5% and lowers the central $n$ by 7%. Radio-frequency modulation and electron-temperature gradients are not sized here.

## Choosing the settings

- Use fitted fluxes wherever $|w|$ may exceed 2; beyond that, centred fluxes lose their guarantee of positivity.
- Start with several cells per $T_i/E$ at the front, then refine on relative density jumps with a floor on the density scale.
- Aim for $|w|\lesssim1$ in the quasi-neutral region. If the sheath cannot meet this, check its results on a finer mesh.
- Require conservation of each species in each transfer, tied splitting, and unchanged fields at surviving faces.
- Compare with equal cells at the same cell count before relying on adaptation.
- Stop refining when mesh errors are well below the shifts caused by uncertain reaction rates and by the assumed ionization profile. Here the three tabulated errors are below 1% and the others quoted are 2% or less, against shifts of 17 to 33%.

The remaining values are in the numerical output below.

## Calculated quantities

```
half gap: 1 cm
gas pressure: 1 Torr
gas temperature: 300 K
gas density: 3.219e+16 cm^-3
electron temperature: 2 eV
ion temperature: 0.02585 eV
mobilities p, n, e: 1500 2000 3e+05 cm2/Vs
ionization rate: 3e+13 cm^-3 s^-1
attachment frequency: 1000 s^-1
recombination coefficient: 1e-07 cm3/s
closed box: w per cell: 3
closed box: smallest fitted density: 1.744e-06
closed box: smallest central density: -1.44
transient steps, changed meshes: 76 51
largest, final number of cells: 223 197
smallest, largest cell: 19.53, 625 um
smallest transient density: 11.23 cm^-3
largest relative remesh count error: 1.1e-15
largest relative surviving-field error: 1.4e-14
relative charge-ledger error: 5.2e-13
steady wall charge: -8.245 pC/cm2
neutral split field, tied: 2.3e-13 V/cm
neutral split field, independent: 0.00164 V/cm
central positive-ion density: 1.136e+10 cm^-3
central negative-ion density: 8.458e+09 cm^-3
central electron density: 2.905e+09 cm^-3
central n/e: 2.911
front position: 2.658 mm
quasi-neutral front position: 2.668 mm
quasi-neutral central n: 8.528e+09 cm^-3
field at front: 0.5402 V/cm
quasi-neutral field law at front: 0.54 V/cm
negative-ion decay length at front: 711.3 um
decay length from local law: 711 um
steepest negative-ion decay length: 340.2 um
outer test position: 6.329 mm
outer negative-ion density: 1.544e+07 cm^-3
outer density from flux law: 1.465e+07 cm^-3
largest force-balance error: 0.207 %
field at wall: 93.12 V/cm
centre-to-wall potential drop: 14.36 V
fine-mesh front position: 2.672 mm
adaptive errors front, n(0), decay: 0.509 0.918 0.197 %
equal-cell errors front, n(0), decay: 0.389 0.287 0.795 %
positive-ion mean free path: 22.16 um
mean free path / steepest decay length: 0.06516
ion field heating at front: 6.35e-06 eV
ion field heating at wall: 0.189 eV
trial detachment frequency: 1000 s^-1
front with detachment: 1.803 mm
central n with detachment: 5.696e+09 cm^-3
front with ionization following e: 2.197 mm
central n with ionization following e: 1.034e+10 cm^-3
```
